# Separating direct and wind valence from two resistivities

## Problem

An ion in a metal that carries a current feels a force along the axis of the electric field $E$, in one direction or the other. The force is written

$$F=Z^*eE,\qquad e>0,$$

which defines the effective valence $Z^*$. A positive $Z^*$ means a force along the field, and a negative one a force along the electron flow. The force has two parts. The direct part is $Z_d eE$, with a constant direct valence $Z_d$. The wind part comes from conduction electrons that scatter from the ion and give it momentum. Its valence is taken to be inversely proportional to the resistivity $\rho$, so that

$$Z^*(\rho)=Z_d+\frac{K}{\rho}.\tag{1}$$

The wind coefficient $K$ has the unit of a resistivity. Both $Z_d$ and $K$ are assumed to be the same in the two measurements.

The following round model data are given; they describe no particular material.

- At $\rho_1=3\ \mu\Omega\,\mathrm{cm}$, $Z_1=-9$.
- At $\rho_2=6\ \mu\Omega\,\mathrm{cm}$, $Z_2=-4$.

Each valence has a standard error $s=0.3$, each resistivity a relative standard error $r=0.01$, and all four errors are independent.

(a) For free electrons, derive the wind term and express $K$ through the scattering properties of the ion.

(b) Find $Z_d$ and $K$ from the data, and compare them with a scaling estimate.

(c) Find their standard errors. Does the sign of $Z_d$ follow from these data?

(d) Predict $Z^*$ at $4\ \mu\Omega\,\mathrm{cm}$, and find what happens to the separation if $K$ is not quite constant.

Resistivities are kept in $\mu\Omega\,\mathrm{cm}$. The microscopic derivation uses Hartree atomic units, in which $\hbar=m_e=e=1$ and the electron has charge $-1$.

## First estimate by scaling

**The wind.** Let $n$ be the electron density, $k_F$ the Fermi wave number and $\tau$ the relaxation time. Electrons move at a speed of about $k_F$, so an ion of cross section $\sigma$ is hit about $nk_F\sigma$ times per unit time. The average momentum that the field gives to an electron between collisions has the size $E\tau$. The wind force therefore has the size $nk_F\sigma E\tau$. Since $\rho=1/(n\tau)$, this is $k_F\sigma E/\rho$. The estimate gives the inverse dependence on $\rho$ and suggests $|K|\sim k_F\sigma$, but it does not say which cross section enters or with what numerical factor.

**The data.** The resistivity doubles from the first point to the second, so a pure wind valence would halve, from $-9$ to $-4.5$. The measured value is $-4$, which is close. The wind therefore dominates, and the first point alone gives

$$K\approx\rho_1Z_1=3\times(-9)=-27\ \mu\Omega\,\mathrm{cm}.$$

The second point alone gives $6\times(-4)=-24\ \mu\Omega\,\mathrm{cm}$. What the pure wind leaves unexplained at the second point is $-4-(-4.5)=+0.5$. This suggests a positive direct valence of order one half.

## Exact solution

### (a) The wind force on one ion

Assume an isotropic free-electron band and a background of scatterers that fixes $\tau$. The migrating ion is dilute, so it does not itself change $\tau$, and it is slow enough to be treated as at rest. Between collisions the field changes the wave vector of an electron at the rate $-E$, and the background relaxes the mean wave vector at the rate $-q/\tau$. In the steady state

$$0=-E-\frac{q}{\tau}\quad\Longrightarrow\quad q=-E\tau .$$

To first order in the field, this amounts to a rigid displacement of the Fermi sphere by $q$ along the field axis. The current density is charge times density times mean velocity, $j=(-1)\,n\,q=nE\tau$, so that

$$\rho=\frac{E}{j}=\frac{1}{n\tau}.\tag{2}$$

Now let an electron scatter elastically from $\mathbf k$ to $\mathbf k'$. The ion receives the momentum $\mathbf k-\mathbf k'$. With speed $k$ and differential cross section $d\sigma/d\Omega$, the force on the ion is

$$\mathbf F_w=2\int\!\frac{d^3k}{(2\pi)^3}\,f(\mathbf k)\,k\int d\Omega\,\frac{d\sigma}{d\Omega}\,(\mathbf k-\mathbf k').\tag{3}$$

The factor 2 counts spins, and $f$ is the occupation.

The Pauli principle would add a factor $1-f(\mathbf k')$. The extra term contains $f(\mathbf k)f(\mathbf k')$ times the transition rate times $\mathbf k-\mathbf k'$. For a spherical scatterer the rate is the same in both directions. Exchanging the labels $\mathbf k$ and $\mathbf k'$ then leaves everything unchanged except the sign of $\mathbf k-\mathbf k'$. The extra term equals its own negative and vanishes, so (3) holds as written.

Let $\theta$ be the scattering angle. In the integral over outgoing directions, the part of $\mathbf k'$ perpendicular to $\mathbf k$ averages to zero over the azimuth, and the parallel part is $\mathbf k\cos\theta$. Hence

$$\int d\Omega\,\frac{d\sigma}{d\Omega}(\mathbf k-\mathbf k')=\mathbf k\,\sigma_{tr}(k),\qquad
\sigma_{tr}=\int d\Omega\,\frac{d\sigma}{d\Omega}(1-\cos\theta).$$

This is the transport cross section. Forward scattering transfers no momentum and does not count, while backscattering counts twice.

For a weak field, expand the displaced sphere to first order in $q$. The undisplaced occupation $f_0$ is 1 for $k<k_F$ and 0 outside, so $df_0/dk=-\delta(k-k_F)$. With $\alpha$ the angle between $\mathbf k$ and the field axis,

$$f(\mathbf k)=f_0(\mathbf k-\mathbf q)\approx f_0(k)+q\cos\alpha\;\delta(k-k_F).$$

The isotropic part $f_0$ gives no force. The second part gives, along the field,

$$F_w=\frac{1}{4\pi^3}\int k^2dk\,d\Omega_k\;q\cos\alpha\,\delta(k-k_F)\;k\,\sigma_{tr}\,k\cos\alpha
=\frac{k_F^4\sigma_{tr}q}{4\pi^3}\cdot\frac{4\pi}{3},$$

because the integral of $\cos^2\alpha$ over all directions is $4\pi/3$. With $n=k_F^3/(3\pi^2)$ this becomes

$$F_w=\frac{k_F^4\sigma_{tr}\,q}{3\pi^2}=n\,k_F\,\sigma_{tr}\,q=-n\,k_F\,\sigma_{tr}\,E\tau .$$

Replacing $n\tau$ by $1/\rho$ from (2) and dividing by $E$ gives the wind valence:

$$\frac{F_w}{E}=-\frac{k_F\sigma_{tr}}{\rho}\quad\Longrightarrow\quad K=-k_F\,\sigma_{tr}.\tag{4}$$

The minus sign comes from the electron charge: the electrons drift against the field and push the ion with them. This sign and the value (4) belong to the free-electron band. In a metal with hole-like or strongly anisotropic parts of the Fermi surface, (4) does not apply as written, and $K$ can differ in size and even in sign. In ordinary units $K=-\hbar k_F\sigma_{tr}/e^2$.

Equation (4) also shows when $K$ is constant. It is enough that the resistivity changes through the background relaxation time alone, while $k_F$ and the cross section of the ion stay fixed. For a real jump, the cross section varies along the path, and $K$ stands for an average over that path.

Equation (4) was tested without the expansion in $q$. The collision integral (3) was evaluated numerically over a displaced sphere with $k_F=0.7\ \mathrm{bohr}^{-1}$, for a screened Coulomb scatterer in the Born approximation. A direct valence of 1 was added to the wind valence at two relaxation times, and the two totals were separated by the formulas of part (b). This returned $Z_d=1.00000$ and $K=-1.239863$ atomic units, while (4) gives $-1.239864$. The displacements in this test were small, $q/k_F<10^{-3}$, and the displaced sphere was assumed, so the test confirms the linear coefficient in (4) and not the Drude picture itself. This scatterer is a test case and is not fitted to the data of the problem. At the strength used (0.4, with screening wave number $1\ \mathrm{bohr}^{-1}$) the Born value $\sigma_{tr}=1.77\ \mathrm{bohr}^2$ is not accurate for the potential: exact phase shifts give about 2.8 for attraction and 1.1 for repulsion. Equation (4) takes whichever $\sigma_{tr}$ describes the scattering.

### (b) The separation

Multiply (1) by $\rho$:

$$\rho Z^*=Z_d\,\rho+K.\tag{5}$$

The product $\rho Z^*$ is a straight line in $\rho$, with slope $Z_d$ and intercept $K$. Writing (5) at both points and subtracting removes $K$:

$$\rho_2Z_2-\rho_1Z_1=Z_d(\rho_2-\rho_1)
\quad\Longrightarrow\quad
Z_d=\frac{\rho_2Z_2-\rho_1Z_1}{\Delta},\qquad \Delta=\rho_2-\rho_1.\tag{6}$$

Subtracting (1) at the two points instead removes $Z_d$:

$$Z_1-Z_2=K\left(\frac1{\rho_1}-\frac1{\rho_2}\right)=K\,\frac{\Delta}{\rho_1\rho_2}
\quad\Longrightarrow\quad
K=\frac{\rho_1\rho_2(Z_1-Z_2)}{\Delta}.\tag{7}$$

The solution is unique if $\rho_1\neq\rho_2$. With the data,

$$Z_d=\frac{-24-(-27)}{3}=+1,\qquad
K=\frac{3\times6\times(-9+4)}{3}=-30\ \mu\Omega\,\mathrm{cm}.$$

The wind valences are $-30/3=-10$ and $-30/6=-5$. Adding $+1$ gives back $-9$ and $-4$.

The atomic unit of resistivity, $\hbar a_0/e^2$ with $a_0$ the Bohr radius, is $21.74\ \mu\Omega\,\mathrm{cm}$. So $K=-30/21.74=-1.38$ atomic units. If the electrons are free with $k_F=0.7\ \mathrm{bohr}^{-1}$, (4) gives $\sigma_{tr}=1.38/0.7\approx2.0\ \mathrm{bohr}^2$.

**Forces at fixed current.** Since $E=\rho j$, the force is

$$F=e\left(Z_d+\frac K\rho\right)\rho j=e\,(Z_d\,\rho+K)\,j .$$

At fixed $j$ the wind force does not depend on $\rho$, while the direct force grows in proportion to it. For $j=10^{10}\ \mathrm{A/m^2}$ the fields are 300 and 600 V/m. The wind force is $-3000$ eV/m at both points, and the direct force is $+300$ and $+600$ eV/m. The totals are $-2700$ and $-2400$ eV/m. The effective valence falls in magnitude by more than half, but the force at fixed current falls by only about a tenth.

### (c) Standard errors

Differentiating (6) and (7) with respect to the valences gives

$$\frac{\partial Z_d}{\partial Z_1}=-\frac{\rho_1}{\Delta},\quad
\frac{\partial Z_d}{\partial Z_2}=\frac{\rho_2}{\Delta},\quad
\frac{\partial K}{\partial Z_1}=\frac{\rho_1\rho_2}{\Delta},\quad
\frac{\partial K}{\partial Z_2}=-\frac{\rho_1\rho_2}{\Delta}.$$

For the resistivities, $\rho_1$ appears in the numerator of (6) and in $\Delta$, so

$$\frac{\partial Z_d}{\partial\rho_1}=-\frac{Z_1}{\Delta}+\frac{\rho_2Z_2-\rho_1Z_1}{\Delta^2}=\frac{Z_d-Z_1}{\Delta}=-\frac{K}{\rho_1\Delta}.$$

In the same way $\partial Z_d/\partial\rho_2=(Z_2-Z_d)/\Delta=K/(\rho_2\Delta)$. Multiplying each by its resistivity gives the derivatives with respect to the logarithms:

$$\frac{\partial Z_d}{\partial\ln\rho_1}=-\frac K\Delta,\qquad
\frac{\partial Z_d}{\partial\ln\rho_2}=+\frac K\Delta.$$

For $K$, the logarithm of (7) gives

$$\frac{\partial\ln|K|}{\partial\ln\rho_1}=1+\frac{\rho_1}{\Delta}=\frac{\rho_2}{\Delta},\qquad
\frac{\partial\ln|K|}{\partial\ln\rho_2}=1-\frac{\rho_2}{\Delta}=-\frac{\rho_1}{\Delta}.$$

To leading order in small independent errors, the variances are sums of squared derivatives times squared errors:

$$\operatorname{var}Z_d=\frac{s^2(\rho_1^2+\rho_2^2)+2r^2K^2}{\Delta^2},\qquad
\operatorname{var}K=\frac{2s^2\rho_1^2\rho_2^2+r^2K^2(\rho_1^2+\rho_2^2)}{\Delta^2}.$$

For $Z_d$, the valences contribute $0.3\sqrt{45}/3=0.67$ and the resistivities $\sqrt2\times0.01\times30/3=0.14$. The root of the summed squares is 0.69. For $K$ the contributions are 2.55 and 0.67, together $2.6\ \mu\Omega\,\mathrm{cm}$. Thus

$$Z_d=1.0\pm0.7,\qquad K=(-30.0\pm2.6)\ \mu\Omega\,\mathrm{cm}.$$

The wind coefficient is known to about 9 percent of its value. The direct valence lies about 1.5 standard errors from zero, so these data do not establish its sign.

Both errors grow as $1/\Delta$ when the resistivities approach each other. In the opposite limit, $\rho_2\gg\rho_1$, the valence part of the error of $Z_d$ falls to $s$, because in (6) the weight $\rho_2/\Delta$ of $Z_2$ tends to 1 and the weight $\rho_1/\Delta$ of $Z_1$ tends to 0.

A scale error common to both resistivities acts differently from independent errors. The two logarithmic derivatives of $Z_d$ add to zero, and those of $\ln|K|$ add to $(\rho_2-\rho_1)/\Delta=1$. With the valences held fixed, $Z_d$ is unchanged and $K$ takes up the whole scale error. If the valences were instead obtained from measured forces by dividing by $e\rho j$, the same scale error would enter them too. The products $\rho Z^*$ would then be unaffected, and by (5) the error would pass to the slope $Z_d$ and leave $K$ unchanged.

### (d) A third resistivity, and a wind coefficient that changes

At $\rho_3=4\ \mu\Omega\,\mathrm{cm}$ the law predicts $Z_3=1-30/4=-6.5$. For its error, the errors of $Z_d$ and $K$ may not be combined as if they were independent, since both come from the same two valences. From valence noise alone,

$$\operatorname{cov}(Z_d,K)=s^2\left(-\frac{\rho_1}{\Delta}\frac{\rho_1\rho_2}{\Delta}-\frac{\rho_2}{\Delta}\frac{\rho_1\rho_2}{\Delta}\right)=-\frac{s^2\rho_1\rho_2(\rho_1+\rho_2)}{\Delta^2}.$$

Dividing by the two standard errors gives the correlation $-(\rho_1+\rho_2)/\sqrt{2(\rho_1^2+\rho_2^2)}=-0.95$. An overestimate of $Z_d$ goes with a more negative $K$.

It is simpler to go back to the data. Equation (1) is linear in $1/\rho$, so the prediction is an interpolation in $1/\rho$:

$$Z_3=wZ_1+(1-w)Z_2,\qquad
w=\frac{1/\rho_3-1/\rho_2}{1/\rho_1-1/\rho_2}=\frac{1/12}{1/6}=\frac12 .$$

Its standard error from valence noise is $0.3\sqrt{1/4+1/4}=0.21$. Ignoring the correlation would give 0.92. Two points fit (1) whatever the true law is, so a third measurement is needed to test it. The prediction is much sharper than the separate error of $Z_d$ suggests.

Now suppose that the true coefficient is $K$ at the first point but $K(1+\varepsilon)$ at the second. The second valence is then $Z_2'=Z_d+K(1+\varepsilon)/\rho_2$. Inserting it in (6) and (7) gives the inferred values

$$Z_d'=\frac{\rho_2Z_d+K(1+\varepsilon)-\rho_1Z_d-K}{\Delta}=Z_d+\frac{\varepsilon K}{\Delta},$$

$$K'=\frac{\rho_1\rho_2}{\Delta}\left(\frac K{\rho_1}-\frac{K(1+\varepsilon)}{\rho_2}\right)=K\left(1-\frac{\varepsilon\rho_1}{\Delta}\right).$$

Take $Z_d=1$, $K=-30\ \mu\Omega\,\mathrm{cm}$ and $\varepsilon=0.1$. The second valence becomes $-4.5$, and the separation returns $Z_d'=1-3/3=0$ and $K'=-27\ \mu\Omega\,\mathrm{cm}$. Here an increase of 10 percent in the magnitude of the wind coefficient at the second point hides the direct valence completely, and the result looks like a pure wind. A decrease of the same size would instead double the inferred direct valence.

A third point at $4\ \mu\Omega\,\mathrm{cm}$ is a weak guard against this drift. The biased values predict $0-27/4=-6.75$ there. If the true coefficient at that point lies between $-30$ and $-33\ \mu\Omega\,\mathrm{cm}$, the true valence lies between $-6.5$ and $-7.25$, and it equals $-6.75$ exactly if the coefficient changes linearly with $\rho$. A new valence with error 0.3, compared with a prediction of error 0.21, has a combined error of about 0.37, so a difference of this size would not be clearly seen.

A related limit concerns the meaning of $Z_d$. If the ion's cross section varied as $\sigma_{tr}=\sigma_0(1+\beta\rho)$, the wind valence would be $-k_F\sigma_0/\rho-k_F\sigma_0\beta$. The second term is constant and would be counted in $Z_d$. When $Z^*$ is a constant plus a term in $1/\rho$, the separation therefore yields the whole constant, whatever its origin. An additional term with any other dependence on $\rho$ can distort one or both results, and two points alone cannot reveal it.

## Comparison of the estimate with the solution

For the wind force, the scaling estimate has the correct form with a numerical factor of one, provided that $\sigma$ is read as the transport cross section.

For the data, (5) shows what the one-point estimates of $K$ contain:

$$\rho_1Z_1=K+Z_d\rho_1=-30+3,\qquad \rho_2Z_2=K+Z_d\rho_2=-30+6 .$$

They miss $K$ by 10 and 20 percent of its magnitude. The point of lower resistivity is the better one, because the direct term weighs less there. In general the pure-wind estimate is good when $|Z_d|\rho\ll|K|$.

The estimate of $Z_d$ was the remainder at the second point. By (1) it equals

$$Z_2-\frac{\rho_1}{\rho_2}Z_1=Z_d\left(1-\frac{\rho_1}{\rho_2}\right)=\frac{Z_d}{2}.$$

The estimate gave the correct sign of the solution but half its value, because the scaled first point still contains half of the direct valence, and the subtraction removes that half. Dividing by $1-\rho_1/\rho_2$ turns the estimate into (6). This division enlarges the valence noise by the same factor, so it corrects the value without making its sign any more certain.

The two contributions cancel where $Z_d+K/\rho=0$, at $\rho_0=-K/Z_d=30\ \mu\Omega\,\mathrm{cm}$. Both data points lie well below $\rho_0$, which is why the pure-wind estimate works for them. The value of $\rho_0$ itself is an extrapolation to five times the larger measured resistivity. It inherits the large relative error of $Z_d$, and if $Z_d$ were zero or negative there would be no such point. The computed values are collected in the numerical output below.

## Computed results

```
MICROSCOPIC TEST MODEL
Fermi wave number = 0.700 bohr^-1
Coulomb strength = 0.40 atomic units
screening wave number = 1.00 bohr^-1
transport cross section = 1.77123 bohr^2
input direct valence = 1.00000
test resistivity 1 = 0.143872 atomic units
test resistivity 2 = 0.287744 atomic units
test effective valence 1 = -7.61784
test effective valence 2 = -3.30892
recovered direct valence = 1.00000
recovered K = -1.239863 atomic units
closed-form K = -1.239864 atomic units
WORKED EXAMPLE
resistivity 1 = 3.00 microohm cm
resistivity 2 = 6.00 microohm cm
effective valence 1 = -9.00
effective valence 2 = -4.00
rho1*Z1 = -27.00 microohm cm
rho2*Z2 = -24.00 microohm cm
direct valence = 1.000
wind coefficient K = -30.000 microohm cm
wind valence 1 = -10.000
wind valence 2 = -5.000
atomic unit of resistivity = 21.7398 microohm cm
K = -1.3800 atomic units
implied cross section = 1.9714 bohr^2
valence standard error = 0.30
resistivity relative error = 1.0 percent
Zd error from valences = 0.671
Zd error from resistivities = 0.141
Zd total error = 0.686
K error from valences = 2.546 microohm cm
K error from resistivities = 0.671 microohm cm
K total error = 2.632 microohm cm
Zd-K correlation, valence noise only = -0.949
third resistivity = 4.00 microohm cm
predicted third valence = -6.500
prediction error, valence noise only = 0.212
prediction error if correlation ignored = 0.925
change of K at point 2 = 10.0 percent
changed effective valence 2 = -4.500
biased direct valence = 0.000
biased K = -27.000 microohm cm
stall resistivity = 30.000 microohm cm
current density = 1.00e+10 A/m^2
field 1 = 300.0 V/m; field 2 = 600.0 V/m
direct force 1 = 300.0 eV/m
direct force 2 = 600.0 eV/m
wind force 1 = -3000.0 eV/m
wind force 2 = -3000.0 eV/m
total force 1 = -2700.0 eV/m
total force 2 = -2400.0 eV/m
```
